# Rotational Form of the Three-Orbital Kanamori Interaction and Its Cubic Limits: test program

```python
"""
Result under test, for three real t2g orbitals (yz, zx, xy):
  H = (U-3J) N(N-1)/2 + 5/2 J N - 2J S^2 - J/2 L^2 - Delta sum_{a<b} n_a n_b,
  Delta = U - U' - 2J.
H is the Kanamori interaction: U = (aa|aa), U' = (aa|bb), J = (ab|ab) = (ab|ba).
N: electron number, S: total spin, L: effective l=1 orbital momentum,
n_a: occupation of orbital a. Delta = 0 gives full orbital rotation symmetry;
cubic symmetry alone allows Delta != 0, shown with real Coulomb integrals.
Energies are in eV, orbital exponents and shape parameters in bohr^-2.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import expm
from pyscf import gto

# ---------- Fock space of 3 orbitals x 2 spins (Jordan-Wigner matrices) ----------
def annihilator(k):
    out = np.eye(1)
    for j in range(6):
        if j < k:
            factor = np.diag([1.0, -1.0])
        elif j == k:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        out = np.kron(out, factor)
    return out

UP, DN = 0, 1
ann = [[annihilator(2 * m + s) for s in (UP, DN)] for m in range(3)]
cre = [[ann[m][s].T for s in (UP, DN)] for m in range(3)]
num = [[cre[m][s] @ ann[m][s] for s in (UP, DN)] for m in range(3)]
E = [[sum(cre[a][s] @ ann[b][s] for s in (UP, DN)) for b in range(3)]
     for a in range(3)]
occ = [E[a][a] for a in range(3)]
N = sum(occ)
Sz = 0.5 * sum(num[m][UP] - num[m][DN] for m in range(3))
Splus = sum(cre[m][UP] @ ann[m][DN] for m in range(3))
S2 = Splus @ Splus.T + Sz @ Sz - Sz
L = [-1j * (E[(a + 1) % 3][(a + 2) % 3] - E[(a + 2) % 3][(a + 1) % 3])
     for a in range(3)]
L2 = sum(x @ x for x in L).real
electron_count = np.rint(np.diag(N)).astype(int)

def kanamori(U, Up, J):
    H = np.zeros((64, 64))
    for m in range(3):
        H += U * num[m][UP] @ num[m][DN]
        for p in range(3):
            if p == m:
                continue
            H += Up * num[m][UP] @ num[p][DN]
            H += 0.5 * (Up - J) * (num[m][UP] @ num[p][UP]
                                   + num[m][DN] @ num[p][DN])
            H -= J * cre[m][UP] @ ann[m][DN] @ cre[p][DN] @ ann[p][UP]
            H += J * cre[m][UP] @ cre[m][DN] @ ann[p][DN] @ ann[p][UP]
    return H

def coulomb_hamiltonian(v):
    """Full two-body operator from all 81 integrals v[a,b,c,d] = (ab|cd)."""
    H = np.zeros((64, 64))
    for a, b, c, d in itertools.product(range(3), repeat=4):
        for s, t in itertools.product((UP, DN), repeat=2):
            H += 0.5 * v[a, b, c, d] * (cre[a][s] @ cre[c][t]
                                        @ ann[d][t] @ ann[b][s])
    return H

def invariant_form(U, Up, J):
    delta = U - Up - 2 * J
    pairs = occ[0] @ occ[1] + occ[0] @ occ[2] + occ[1] @ occ[2]
    return ((U - 3 * J) * N @ (N - np.eye(64)) / 2 + 2.5 * J * N
            - 2 * J * S2 - 0.5 * J * L2 - delta * pairs)

# ---------- operator identities ----------
exchange_sum = sum(E[a][b] @ E[b][a] for a in range(3) for b in range(3))
pair_sum = sum(E[a][b] @ E[a][b] for a in range(3) for b in range(3))
assert np.allclose(exchange_sum, 5 * N - N @ N / 2 - 2 * S2, atol=1e-12)
assert np.allclose(exchange_sum - pair_sum, L2, atol=1e-12)
# H is linear in (U, U', J), so three independent points prove the identity
for point in np.eye(3):
    assert np.allclose(kanamori(*point), invariant_form(*point), atol=1e-12)

# reordered form with one-body part -(U+2J)N/2, at generic parameters
u, up, j = 1.7, 0.9, 0.35
reordered = -0.5 * (u + 2 * j) * N
for a in range(3):
    reordered = reordered + 0.5 * u * occ[a] @ occ[a]
    for b in range(3):
        if a != b:
            reordered = reordered + 0.5 * (up * occ[a] @ occ[b]
                        + j * (E[a][b] @ E[a][b] + E[a][b] @ E[b][a]))
assert np.allclose(reordered, kanamori(u, up, j), atol=1e-12)

# ---------- rotations: vectors, t2g functions, Fock space ----------
def rotation(axis, angle):
    i, k = (axis + 1) % 3, (axis + 2) % 3
    R = np.eye(3)
    R[i, i] = R[k, k] = np.cos(angle)
    R[i, k], R[k, i] = -np.sin(angle), np.sin(angle)
    return R

def t2g_functions(p, c=0.0, alpha=0.0):
    x, y, z = p.T
    f = np.array([y*z*(1 + c*x*x), z*x*(1 + c*y*y), x*y*(1 + c*z*z)]).T
    return f * np.exp(-alpha * (p**2).sum(axis=1))[:, None]

rng = np.random.default_rng(1)
points = rng.uniform(-1.5, 1.5, (300, 3))
C4z, C4x = rotation(2, np.pi / 2), rotation(0, np.pi / 2)
for R in (C4z, C4x):
    for c in (0.0, 0.5, 1.0):
        f = t2g_functions(points, c, 1.0)
        g = t2g_functions(points @ R, c, 1.0)
        D = np.linalg.lstsq(f, g, rcond=None)[0]
        assert np.allclose(f @ D, g, atol=1e-10)    # the set is closed
        assert np.allclose(D, -R, atol=1e-10)       # and rotates as minus a vector

parity = np.diag((-1.0) ** electron_count)
fock_C4z = expm(-0.5j * np.pi * L[2]) @ parity
fock_C4x = expm(-0.5j * np.pi * L[0]) @ parity
fock_45z = expm(-0.25j * np.pi * L[2])

def commutator_size(A, B):
    return np.abs(A @ B - B @ A).max()

# ---------- number of free parameters allowed by each symmetry ----------
def invariant_dimension(rotations):
    one = np.eye(81)
    cube = one.reshape(3, 3, 3, 3, 81)
    rows = [cube.transpose(order).reshape(81, 81) - one
            for order in ((1, 0, 2, 3, 4), (0, 1, 3, 2, 4), (2, 3, 0, 1, 4))]
    for R in rotations:
        RR = np.kron(R, R)
        rows.append(np.kron(RR, RR) - one)
    return 81 - np.linalg.matrix_rank(np.vstack(rows), tol=1e-9)

dim_cubic = invariant_dimension([C4z, C4x])
dim_full = invariant_dimension([C4z, C4x, rotation(2, np.pi / 4)])
assert (dim_cubic, dim_full) == (3, 2)
print("free parameters, cubic symmetry:", dim_cubic)
print("free parameters, full rotation symmetry:", dim_full)

# ---------- multiplets ----------
def levels(H, n):
    """Eigenspaces with n electrons: energy, degeneracy, S, <L^2>, C4 character."""
    idx = np.flatnonzero(electron_count == n)
    sub = np.ix_(idx, idx)
    e, v = np.linalg.eigh(H[sub])
    out, start = [], 0
    for k in range(1, len(e) + 1):
        if k == len(e) or e[k] - e[start] > 1e-7:
            w = v[:, start:k]
            deg = k - start
            s2 = np.trace(w.T @ S2[sub] @ w) / deg
            l2 = np.trace(w.T @ L2[sub] @ w) / deg
            spin = (np.sqrt(1 + 4 * abs(s2)) - 1) / 2
            chi = np.trace(w.T @ fock_C4z[sub] @ w).real / (2 * spin + 1)
            out.append((e[start:k].mean(), deg, spin, l2, chi))
            start = k
    return out

U, J = 4.0, 0.6
Up = U - 2 * J
H_sym = kanamori(U, Up, J)
assert max(commutator_size(H_sym, x) for x in L) < 1e-12

# coefficients (of U, of J) of each term energy, derived by hand
term_table = {(0, "1S"): (0, 0), (1, "2P"): (0, 0),
              (2, "3P"): (1, -3), (2, "1D"): (1, -1), (2, "1S"): (1, 2),
              (3, "4S"): (3, -9), (3, "2D"): (3, -6), (3, "2P"): (3, -4),
              (4, "3P"): (6, -13), (4, "1D"): (6, -11), (4, "1S"): (6, -8),
              (5, "2P"): (10, -20), (6, "1S"): (15, -30)}
print(f"model: U = {U:.2f} eV, J = {J:.2f} eV, U' = U-2J = {Up:.2f} eV")
found = set()
for n in range(7):
    for energy, deg, spin, l2, chi in levels(H_sym, n):
        ang = (np.sqrt(1 + 4 * abs(l2)) - 1) / 2
        assert abs(ang - round(ang)) < 1e-6
        name = f"{round(2*spin+1)}{'SPD'[round(ang)]}"
        cu, cj = term_table[(n, name)]
        assert abs(energy - cu * U - cj * J) < 1e-9
        assert deg == round((2 * spin + 1) * (2 * ang + 1))
        found.add((n, name))
        in_J = round((energy - n * (n - 1) / 2 * U) / J, 6) + 0.0
        print(f"N={n} {name}: states {deg}, E = {energy + 0.0:.2f} eV"
              f" = {n*(n-1)//2} U {in_J:+.0f} J")
assert found == set(term_table)

# ---------- cubic symmetry kept, rotation symmetry lost ----------
Up2 = Up - 0.3
delta = U - Up2 - 2 * J
H_cub = kanamori(U, Up2, J)
for op in (fock_C4z, fock_C4x, Sz, Splus, N):
    assert commutator_size(H_cub, op) < 1e-10
break_45 = commutator_size(H_cub, fock_45z)
break_L = commutator_size(H_cub, L[2])
assert break_45 > 1e-2 and break_L > 1e-2
assert commutator_size(H_sym, fock_45z) < 1e-10
print(f"detuned: U' = {Up2:.2f} eV, Delta = U-U'-2J = {delta:.2f} eV")
print(f"largest element of [H, L_z], detuned: {break_L:.3f} eV")

irreps = {(1, 1): "A1", (1, -1): "A2", (2, 0): "E", (3, 1): "T1", (3, -1): "T2"}
cubic_table = {(2, "3T1"): Up2 - J, (2, "1T2"): Up2 + J,
               (2, "1E"): U - J, (2, "1A1"): U + 2 * J,
               (3, "4A2"): 3 * Up2 - 3 * J, (3, "2E"): 3 * Up2,
               (3, "2T1"): U + 2 * Up2 - 2 * J, (3, "2T2"): U + 2 * Up2}
cubic_energy = {}
for n in (2, 3):
    for energy, deg, spin, l2, chi in levels(H_cub, n):
        mult = round(2 * spin + 1)
        name = f"{mult}{irreps[(round(deg / mult), round(chi))]}"
        assert abs(chi - round(chi)) < 1e-6
        assert abs(energy - cubic_table[(n, name)]) < 1e-9
        cubic_energy[(n, name)] = energy
        print(f"detuned N={n} {name}: states {deg}, E = {energy:.2f} eV")
assert set(cubic_energy) == set(cubic_table)
split2 = cubic_energy[(2, "1E")] - cubic_energy[(2, "1T2")]
split3 = cubic_energy[(3, "2T1")] - cubic_energy[(3, "2E")]
assert abs(split2 - delta) < 1e-9 and abs(split3 - delta) < 1e-9
print(f"splitting 1E - 1T2 (N=2): {split2:.2f} eV")
print(f"splitting 2T1 - 2E (N=3): {split3:.2f} eV")

# ---------- bare Coulomb integrals for t2g orbitals of different shape ----------
alpha = 1.0
hartree = constants.value("Hartree energy in eV")
mol = gto.M(atom="H 0 0 0", basis={"H": [[2, [alpha, 1.0]], [4, [alpha, 1.0]]]},
            spin=1, cart=True, verbose=0)
ao = mol.eval_gto("GTOval_cart", points)
overlap = mol.intor("int1e_ovlp")
eri = mol.intor("int2e").reshape((mol.nao,) * 4) * hartree

def expand(values):
    """Normalized expansion coefficients of functions given at the points."""
    coef = np.linalg.lstsq(ao, values, rcond=None)[0]
    assert np.allclose(ao @ coef, values, atol=1e-9)
    return coef / np.sqrt(np.einsum("pi,pq,qi->i", coef, overlap, coef))

def self_repulsion(w):
    density = np.outer(w, w)
    return np.einsum("pq,pqrs,rs->", density, eri, density, optimize=True)

print(f"orbitals xy(1+c z^2)exp(-a r^2) and partners, a = {alpha:.1f} bohr^-2")
for c in (0.0, 0.5, 1.0):
    C = expand(t2g_functions(points, c, alpha))
    assert np.allclose(C.T @ overlap @ C, np.eye(3), atol=1e-9)
    v = np.einsum("pqrs,pa,qb,rc,sd->abcd", eri, C, C, C, C, optimize=True)
    Uc, Upc, Jc = v[0, 0, 0, 0], v[0, 0, 1, 1], v[0, 1, 0, 1]
    # all 81 integrals together reduce to the three-parameter Kanamori form
    assert np.allclose(coulomb_hamiltonian(v), kanamori(Uc, Upc, Jc), atol=1e-6)
    dc = Uc - Upc - 2 * Jc
    summed = self_repulsion((C[:, 0] + C[:, 1]) / np.sqrt(2))
    turned_values = t2g_functions(points @ rotation(2, np.pi / 4), c, alpha)
    turned = self_repulsion(expand(turned_values)[:, 1])
    assert abs(turned - Uc) < 1e-6              # isotropy of the Coulomb law
    assert abs(summed - (Uc - dc / 2)) < 1e-6
    if c == 0.0:
        assert abs(dc) < 1e-6                   # pure d functions
    else:
        assert abs(dc) > 1e-3                   # cubic orbitals, relation broken
    print(f"c={c:.1f} bohr^-2: U = {Uc:.4f}, U' = {Upc:.4f}, J = {Jc:.4f} eV")
    print(f"   U-2J = {Uc - 2*Jc:.4f} eV, Delta = {round(dc, 4) + 0.0:.4f} eV")
    print(f"   self-repulsion: (yz+zx)/sqrt2 {summed:.4f} eV,"
          f" zx turned by 45 deg {turned:.4f} eV")

print("checks complete")
```

It prints:

```
free parameters, cubic symmetry: 3
free parameters, full rotation symmetry: 2
model: U = 4.00 eV, J = 0.60 eV, U' = U-2J = 2.80 eV
N=0 1S: states 1, E = 0.00 eV = 0 U +0 J
N=1 2P: states 6, E = 0.00 eV = 0 U +0 J
N=2 3P: states 9, E = 2.20 eV = 1 U -3 J
N=2 1D: states 5, E = 3.40 eV = 1 U -1 J
N=2 1S: states 1, E = 5.20 eV = 1 U +2 J
N=3 4S: states 4, E = 6.60 eV = 3 U -9 J
N=3 2D: states 10, E = 8.40 eV = 3 U -6 J
N=3 2P: states 6, E = 9.60 eV = 3 U -4 J
N=4 3P: states 9, E = 16.20 eV = 6 U -13 J
N=4 1D: states 5, E = 17.40 eV = 6 U -11 J
N=4 1S: states 1, E = 19.20 eV = 6 U -8 J
N=5 2P: states 6, E = 28.00 eV = 10 U -20 J
N=6 1S: states 1, E = 42.00 eV = 15 U -30 J
detuned: U' = 2.50 eV, Delta = U-U'-2J = 0.30 eV
largest element of [H, L_z], detuned: 0.300 eV
detuned N=2 3T1: states 9, E = 1.90 eV
detuned N=2 1T2: states 3, E = 3.10 eV
detuned N=2 1E: states 2, E = 3.40 eV
detuned N=2 1A1: states 1, E = 5.20 eV
detuned N=3 4A2: states 4, E = 5.70 eV
detuned N=3 2E: states 4, E = 7.50 eV
detuned N=3 2T1: states 6, E = 7.80 eV
detuned N=3 2T2: states 6, E = 9.00 eV
splitting 1E - 1T2 (N=2): 0.30 eV
splitting 2T1 - 2E (N=3): 0.30 eV
orbitals xy(1+c z^2)exp(-a r^2) and partners, a = 1.0 bohr^-2
c=0.0 bohr^-2: U = 20.9268, U' = 18.7701, J = 1.0783 eV
   U-2J = 18.7701 eV, Delta = 0.0000 eV
   self-repulsion: (yz+zx)/sqrt2 20.9268 eV, zx turned by 45 deg 20.9268 eV
c=0.5 bohr^-2: U = 19.6938, U' = 18.4620, J = 1.5590 eV
   U-2J = 16.5758 eV, Delta = -1.8862 eV
   self-repulsion: (yz+zx)/sqrt2 20.6369 eV, zx turned by 45 deg 19.6938 eV
c=1.0 bohr^-2: U = 18.7833, U' = 18.1384, J = 1.9511 eV
   U-2J = 14.8811 eV, Delta = -3.2573 eV
   self-repulsion: (yz+zx)/sqrt2 20.4120 eV, zx turned by 45 deg 18.7833 eV
checks complete
```
